# Cyclic Voltammetry on an Expanding Grid and the Randles–Sevcik Peak

A small metal disc sits in a still solution containing the reduced form R of a dissolved couple. Its potential is raised at a steady rate, then lowered again. The oxidation current grows, passes a maximum and falls while the potential is still rising, because R next to the metal is running out and must arrive from farther away. A simulation must resolve this depletion within micrometres of the surface, yet leave room for it to spread over hundreds of micrometres. The choice of grid follows from that conflict.

## The current to be recovered

Let the reaction be R ⇌ O + \(n\)e, with both species dissolved and only R present at first, at concentration \(c\). The electrode is treated as a plane, transport is by diffusion alone, and electron transfer is fast enough to keep the surface at equilibrium. Oxidation current is positive. The potential \(E\) is measured from the formal potential and starts far below it. With sweep rate \(v\), define

\[
a=\frac{nFv}{RT},\qquad \theta=\frac{nFE}{RT},\qquad \xi=\sqrt{D_O/D_R}.
\]

Let \(J\) be the flux of R into the electrode; O leaves at the same rate. A Laplace transform in time (variable \(p\), marked by a bar) turns each diffusion equation into \(Df''=pf\) for the departure \(f\) from the initial concentration. The decaying solution is \(e^{-x\sqrt{p/D}}\), so flux and surface departure are related by \(\sqrt{pD}\):

\[
\overline{c-c_R(0)}=\frac{\bar J}{\sqrt{pD_R}},\qquad \overline{c_O(0)}=\frac{\bar J}{\sqrt{pD_O}} .
\]

Eliminating \(\bar J\) gives \(\sqrt{D_R}\,c_R(0)+\sqrt{D_O}\,c_O(0)=\sqrt{D_R}\,c\) at all times. The Nernst condition \(c_O(0)=e^\theta c_R(0)\) then fixes the depleted fraction:

\[
1-\frac{c_R(0)}{c}=\frac{\xi e^\theta}{1+\xi e^\theta}=G(u),\quad G(u)=\frac1{1+e^{-u}},\quad u=\theta+\ln\xi .
\]

Hence \(\bar J=c\sqrt{D_R}\,(p\bar G)/\sqrt p\). Here \(p\bar G\) is the transform of \(dG/dt\), as \(G\) is negligible at the start, and \(1/\sqrt p\) is that of \(1/\sqrt{\pi t}\). Convolving them, with \(s=a(t-t')\), gives

\[
j=nFJ=nFc\sqrt{D_Ra}\,\psi(u),\qquad
\psi(u)=\int_0^\infty\frac{G'(u-s)}{\sqrt{\pi s}}\,ds .
\]

Two limits show the shape. For \(u<0\), \(G=\sum_k(-1)^{k+1}e^{ku}\), and each exponential integrates to \(\sqrt k\,e^{ku}\). The foot of the wave is therefore \(\psi\approx e^u\), where the surface is barely depleted. For large \(u\), \(G'\) acts as a unit pulse at \(u=0\), so \(\psi\approx1/\sqrt{\pi u}\), the decay after a sudden full depletion. Between them, a numerical root of \(\psi'=0\) lies at \(u_p=1.1089\), where \(\psi_p=0.4463\). This is the Randles–Sevcik law:

\[
j_p=0.4463\,nFc\sqrt{\frac{nFvD_R}{RT}} .
\]

\(D_O\) shifts the peak through \(\ln\xi\) but leaves its height unchanged.

## What fails on a uniform grid

The direct scheme uses equal spacings \(h\), steps forward explicitly, and takes the flux as \(D(c_1-c_0)/h\). Consider a one-electron couple at 298.15 K with \(D_R=7\times10^{-6}\) cm²/s and \(v=0.1\) V/s. Then \(a=0.1/0.025693=3.892\) s⁻¹, and the depletion scale \(\sqrt{D_R/a}\) is 13.41 µm.

The first fault is the flux. By Taylor expansion, \((c_1-c_0)/h=c'+hc''/2\), and diffusion gives \(c''=\dot c/D\). The surface concentration is falling, so the flux is too small; in units of \(\psi\) the deficit is \((h/2)\sqrt{a/D}\,G'\). At the peak \(G=0.752\) and \(G'=G(1-G)=0.1865\). A spacing of 2 µm therefore loses about 3% of the peak.

The second fault is cost. A sweep from −0.3 to +0.3 V and back lasts 12 s. A depth of 600 µm at spacing 0.256 µm needs 2342 nodes. An explicit step multiplies the node-to-node zigzag by \(1-4D\Delta t/h^2\), which must not fall below −1, so \(\Delta t\le h^2/2D\approx4.7\times10^{-5}\) s. That makes about 260,000 steps. Stretching the grid removes nodes but relaxes this limit only modestly, because the smallest spacings still set its scale. This cost belongs to the fine spacing, which the first-order flux demands: at 0.256 µm it still loses about 0.4% of the peak. The flux must change in any case. With the half-cell flux derived below, a uniform explicit grid of 2 µm (301 nodes, 4800 steps) already gives the peak constant to \(7\times10^{-5}\), because its leading errors are proportional to \(\psi'\) and vanish at the peak. It is still off by up to \(7\times10^{-4}\) along the rising sweep and by 0.3 mV in peak separation, and each halving of \(h\) quadruples the number of steps. The expanding grid with an implicit step holds the error along the rising sweep near \(10^{-4}\) with 97 nodes, and its time step is not tied to the spacing.

## The expanding grid and its surface cell

Place the nodes at

\[
x_k=L\left(e^{k\delta}-1\right),\qquad h_k=x_{k+1}-x_k,
\]

so that successive spacings have the ratio \(\gamma=e^\delta\). With \(L=5\) µm and \(\delta=0.05\), the first spacing is 0.256 µm and 97 nodes reach 600 µm. Over 12 s, \(\sqrt{D_Rt}\) is 92 µm. Even full depletion from the first instant would disturb the outer edge by only \(\operatorname{erfc}(600/184)<10^{-5}\) of \(c\), so the bulk value may be held there.

Each node owns the cell between neighbouring midpoints. Balancing what enters and leaves gives

\[
\frac{dc_k}{dt}=\frac{D}{b_k}\left[\frac{c_{k+1}-c_k}{h_k}-\frac{c_k-c_{k-1}}{h_{k-1}}\right],\quad b_k=\frac{h_k+h_{k-1}}2 .
\]

The surface node owns a half cell of width \(h_0/2\). Its content changes by the inflow from node 1 minus the flux into the electrode:

\[
J=\frac{D(c_1-c_0)}{h_0}-\frac{h_0}{2}\frac{dc_0}{dt}.
\]

The second term cancels the error \(hc''/2\) found above.

## An implicit step without iteration

Let \(w\) be the departure from the initial concentration of either species. The time derivative at the new level \(m+1\) is replaced by

\[
\frac{3w^{m+1}-4w^m+w^{m-1}}{2\Delta t},
\]

and the diffusion terms are taken at the new level. For the interior nodes this is a linear system with a constant matrix, whose only unknown input is the new surface value \(w_0\). Its solution at the first interior node has the form \(w_1=f+gw_0\): \(f\) follows from the two old profiles, and \(g\) is computed once. Inserting this in the half-cell flux gives, for each species,

\[
J_s=A-Bw_0,\quad B=\frac{D(1-g)}{h_0}+\frac{3h_0}{4\Delta t},
\]
\[
A=\frac{Df}{h_0}+\frac{h_0}{2\Delta t}\left(2w_0^m-\tfrac12w_0^{m-1}\right).
\]

Fluxes into the electrode are \(J\) for R and \(-J\) for O. Thus \(c_R(0)=c+(A_R-J)/B_R\) and \(c_O(0)=(A_O+J)/B_O\). Setting \(c_O(0)=e^\theta c_R(0)\) and collecting \(J\),

\[
J=\frac{e^\theta(c+A_R/B_R)-A_O/B_O}{e^\theta/B_R+1/B_O}.
\]

Back-substitution gives both new profiles. A finite rate constant \(k_0\) with symmetric barrier, \(J=k_0[e^{\theta/2}c_R(0)-e^{-\theta/2}c_O(0)]\), merely adds \(e^{\theta/2}/k_0\) to the denominator.

## Why a finer first spacing is not enough

It is tempting to fix \(\gamma\) and shrink \(L\) until the answer settles. It does settle, but on a wrong value. To see why, take equal diffusivities, for which the discrete scheme also conserves \(c_R+c_O\) at every node, so the surface depletion is again \(G\). After a Laplace transform the exact relative depletion is \(q=\bar Ge^{-\kappa x}\), with \(\kappa=\sqrt{p/D}\).

Measure lengths in units of \(1/\kappa\), divide out \(\bar G\), and put \(X=x+\ell\), \(\ell=\kappa L\). Since \(X=\ell e^y\) with \(y=k\delta\), the spacings are \(h_k=2X_{k+1/2}\sinh(\delta/2)\) and \(b_k=X_k\sinh\delta\). Write \(\partial=d/dy=X\,d/dx\). A central difference over \(\delta\) is \(\delta(\partial+\delta^2\partial^3/24)\) to this order, and \(2\sinh\delta\,\sinh(\delta/2)=\delta^2(1+5\delta^2/24)\). The discrete second derivative is therefore \(q''+\delta^2\mathcal Bq\), where, using \(X^{-1}\partial=d/dx\),

\[
\mathcal Bq=\frac1{24}\left[\frac{d}{dx}\partial^2q'+\frac{d^2}{dx^2}\partial^2q-5q''\right].
\]

For \(q=e^{-x}\), \(\partial^2q=(X^2-X)e^{-x}\) and \(q'=-q\). The first term in the bracket is then \((X^2-3X+1)e^{-x}\) and the second \((X^2-5X+4)e^{-x}\). Adding them and subtracting \(5e^{-x}\),

\[
\mathcal Be^{-x}=\frac{X^2-4X}{12}e^{-x}.
\]

Let the numerical profile be \(e^{-x}+\delta^2r\), with \(r(0)=0\). The scheme requires \(r''-r=-\mathcal Be^{-x}\). Multiply by \(e^{-x}\) and integrate; two integrations by parts leave \(-r'(0)\) on the left:

\[
-r'(0)=-\int_0^\infty\frac{(x+\ell)^2-4(x+\ell)}{12}e^{-2x}dx
=\frac1{16}+\frac{\ell}{8}-\frac{\ell^2}{24}.
\]

The half-cell flux adds its own error. Its \(h_0\) term cancels, and the next Taylor term is \(-h_0^2q'''/6=\delta^2\ell^2/6\), since \(h_0\approx\ell\delta\). With units restored, the transformed flux is multiplied by

\[
1+\delta^2\left(\frac1{16}+\frac{\kappa L}{8}+\frac{\kappa^2L^2}{8}\right).
\]

A uniform grid is the limit \(L\to\infty\) at fixed \(h=\delta L\), where the correction becomes \(\kappa^2h^2/8\). It can be checked directly. There \(q_k=e^{-\mu k}\) with \(\kappa h=2\sinh(\mu/2)\), and the half-cell flux is \(\sinh\mu/h=\kappa\sqrt{1+\kappa^2h^2/4}\), which has the same expansion.

Returning to time \(\tau=at\), each \(\kappa^2\) is a time derivative. With \(\lambda=L\sqrt{a/D}\), the leading error of the wave is

\[
\psi_{\rm num}-\psi=\delta^2\left[\frac{\psi}{16}+\frac{\lambda G'}8+\frac{\lambda^2\psi'}8\right].
\]

As \(L\to0\) the first term survives. Such a grid looks the same at every length scale: wherever the depletion layer ends, the spacing there is the same fraction of its depth. At \(\gamma=1.25\) the predicted residue is \((\ln1.25)^2/16=0.311\%\) of the current. Simulated peaks at this ratio are too high by 0.409, 0.321 and 0.312% for \(L=5\), 0.5 and 0.05 µm. The remedy is to hold \(L\) and reduce \(\delta\), which shrinks \(\gamma-1\) and the first spacing together.

The formula was also tested along the rising sweep for \(-2<\theta<4\), with \(\delta=0.1\), \(L=5\) µm and with \(\delta=0.05\), \(L=25\) µm. Including the time error below, it matched the simulated error to within 5% of the largest predicted error.

## The time step

Applied to \(e^{pt}\), with \(\epsilon=p\Delta t\), the backward difference gives

\[
\frac{3-4e^{-\epsilon}+e^{-2\epsilon}}{2\Delta t}=p\left(1-\frac{\epsilon^2}{3}+\dots\right).
\]

The flux contains the square root of this symbol, \(\sqrt p\,(1-\epsilon^2/6)\), so the wave acquires the error \(-(\Delta\theta)^2\psi''/6\), where \(\Delta\theta=a\Delta t\). At a maximum \(\psi''<0\), and the peak comes out slightly high.

Going from 1 mV to 0.5 mV steps should change the error by three quarters of its 1 mV value. At \(E=28\) mV the predicted change in \(\psi\) is \(1.80\times10^{-5}\), and the simulated one is \(1.84\times10^{-5}\). Scaling by the square of the step leaves about \(1.5\times10^{-6}\) at the 0.25 mV step used for the results here.

## Reading the peak

At the peak \(\psi'=0\), so the \(\lambda^2\) term drops out of the height. With \(L=5\) µm, \(\lambda=0.3728\). For \(\delta=0.05\) the grid error is

\[
0.05^2\left(\frac{0.4463}{16}+\frac{0.3728\times0.1865}{8}\right)=9.15\times10^{-5}.
\]

The simulated constants, with \(L\) and the time step held fixed, are:

| \(\delta\) | constant | error | predicted grid error |
|---|---|---|---|
| 0.40 | 0.45215 | 5.85×10⁻³ | 5.85×10⁻³ |
| 0.20 | 0.44776 | 1.46×10⁻³ | 1.46×10⁻³ |
| 0.10 | 0.44666 | 3.67×10⁻⁴ | 3.66×10⁻⁴ |
| 0.05 | 0.44639 | 9.30×10⁻⁵ | 9.15×10⁻⁵ |

Halving \(\delta\) divides the error by about four. The small excess in the last row matches the time error. Combining the last two rows as \((4\psi_{0.05}-\psi_{0.10})/3\) cancels the \(\delta^2\) term and gives 0.44630.

For equal diffusivities and small \(\delta\), the relative peak error is \(\delta^2(1/16+0.052\lambda)\). At this \(\lambda\), an error of 0.1% allows \(\delta\approx0.11\), or about 44 intervals. Because \(\lambda\) grows as \(\sqrt v\), a faster sweep on the same grid is less accurate. Between 0.1 and 1 V/s on the \(\delta=0.05\) grid, the peak still follows \(v^{0.50005}\).

## The return sweep

After reversal at \(u_t\), let \(\tau\) be the dimensionless time since the turn. The same convolution now has a falling and a rising part:

\[
\psi_{\rm ret}=-\int_0^\tau\frac{G'(u_t-\tau+s)}{\sqrt{\pi s}}ds+\int_\tau^\infty\frac{G'(u_t+\tau-s)}{\sqrt{\pi s}}ds .
\]

For a distant turning point the first integral is the forward wave with \(u\) and current reversed. Alone it would put the peaks \(2\times28.49=56.98\) mV apart. The second is the forward sweep's decaying tail, about \(1/\sqrt{\pi T}\), where \(T\) is the time since \(u=0\) was first crossed. At the return peak \(T\approx2\times0.3/0.025693+1.1=24.5\). The tail's slope, \(-1/(2\sqrt\pi\,T^{3/2})=-0.0023\), moves the minimum later by this amount divided by the curvature of the wave. The time-step prediction above implies a curvature of 0.095, so the shift is 0.025 in \(u\), or 0.6 mV. The full integral gives a separation of 57.64 mV and the simulation 57.63 mV. The separation thus depends slightly on where the sweep turns.

## A bench measurement

The example takes \(c=1\) mmol/L, \(D_O=6\times10^{-6}\) cm²/s and a disc of radius 1.5 mm, with the other values as above. Since \(\sqrt{D_Ra}=5.220\times10^{-3}\) cm/s and \(Fc=0.09649\) C/cm³,

\[
j_p=0.4463\times0.09649\times5.220\times10^{-3}=2.248\times10^{-4}\ \text{A/cm}^2 .
\]

The simulation gives 224.8 µA/cm², or 15.9 µA for the disc. The peaks lie at +30.5 and −27.2 mV; unequal diffusivities shift both up by \((RT/2F)\ln(D_R/D_O)=1.98\) mV. The return peak, measured from zero current, is only −167 µA/cm². The forward tail accounts for the difference: \(1/\sqrt{24.5\pi}=0.114\) corresponds to about 57 µA/cm². The return peak should therefore be measured from the extended tail.

A real disc has a rim, where R also arrives from the side. Near it the rim is straight: let the electrode occupy \(x>0\) on \(y=0\), with insulator at \(x<0\). Take the surface depletion as uniform over the metal, which is exact for equal diffusivities and approximate for the slightly different ones used here. The transformed depletion, relative to this surface value, obeys \(\nabla^2\varphi=\kappa^2\varphi\). With \(\rho=\sqrt{x^2+y^2}\), \(s=\sqrt{\rho+y}\) and \(\sigma=\operatorname{sgn}(x)\sqrt{\rho-y}\), the solution is

\[
\varphi=\tfrac12\left[e^{-\kappa y}\operatorname{erfc}(-\sqrt\kappa\,\sigma)+e^{\kappa y}\operatorname{erfc}(\sqrt\kappa\,s)\right].
\]

To verify the second term, use \(\nabla^2s=0\), \(|\nabla s|^2=1/2\rho\) and \(\partial_ys=s/2\rho\). Then \(e^{\kappa y}f(s)\) is a solution if \(f''=-2\kappa sf'\), which \(\operatorname{erfc}(\sqrt\kappa s)\) satisfies. The first term follows by reversing \(y\). On the metal the two add to \(\varphi=1\); on the insulator \(\varphi\) is even in \(y\), so no flux crosses. Differentiating at the metal,

\[
-\partial_y\varphi=\kappa\operatorname{erf}\sqrt{\kappa x}+\sqrt{\frac{\kappa}{\pi x}}\,e^{-\kappa x}.
\]

The excess over the planar value \(\kappa\), integrated over \(x\), is \(-\tfrac12+1=\tfrac12\), independent of \(\kappa\). The extra flux per unit rim length is thus \(D_RcG/2\) at each instant. Multiplying by \(2\pi r/\pi r^2\) gives an extra current density \(nFD_RcG/r\), to leading order in depletion depth over radius. At the peak this adds \(0.752\times13.41/(1500\times0.4463)=1.5\%\).

These inputs are rough values for a millimetre disc in aqueous supporting electrolyte. At a rough \(k_0=0.1\) cm/s, finite electron transfer lowers the peak by about 0.6% and widens the separation to about 60 mV. Charging a rough 20 µF/cm² needs \(C_{\rm dl}v=2\) µA/cm², or 0.9%. Together with the rim, these corrections raise the total peak by about 1.8%, to roughly 229 µA/cm². A resistance of 20 Ω drops 0.3 mV at the peak and lowers its height by less than 0.1%. It widens the peak separation by about 0.8 mV, and the rim widens it by roughly 0.9 mV more. Migration of R in a field \(j/\sigma_s\) supplies at most a share \(|z|F^2D_Rc/(RT\sigma_s)\) of the current, about 0.1% for ion charge 4 and conductivity \(\sigma_s=0.1\) S/cm. The nominal diffusion length \(\sqrt{\pi D_Rt}\) is 162 µm for the full scan, inside a rough 250 µm layer beyond which natural convection stirs the liquid. Only a weak tail of the depletion, below 3% of \(c\), extends past that layer; a much slower scan would carry more of it there. A slow electrode surface can break the equilibrium assumption more severely. Metal plating is a different case, because its product is a solid and the Nernst condition used here does not apply.

The remaining figures are in the numerical output.

## Numbers as computed

```
temperature: 298.15 K; RT/F: 25.693 mV
bulk concentration of R: 1.00 mmol/L
D_R: 7.00e-06 cm2/s; D_O: 6.00e-06 cm2/s
scan rate: 0.10 V/s; sweep limits: +-0.30 V
disc radius: 1.50 mm; area: 0.07069 cm2
exact peak constant psi_max: 0.446295
exact peak position u: 1.1089 = 28.49 mV (n=1)
diffusion length unit sqrt(D_R/a): 13.41 um
grid length L: 5.00 um; L in that unit: 0.3728
example grid delta: 0.05; spacing ratio: 1.0513
first spacing: 0.256 um; grid nodes: 97
least grid depth: 600 um
uniform grid of that spacing, nodes: 2342
potential step: 0.25 mV; time steps: 4800
delta 0.40: simulated constant 0.452149, error 5.85e-03, predicted grid error 5.85e-03
delta 0.20: simulated constant 0.447760, error 1.46e-03, predicted grid error 1.46e-03
delta 0.10: simulated constant 0.446662, error 3.67e-04, predicted grid error 3.66e-04
delta 0.05: simulated constant 0.446388, error 9.30e-05, predicted grid error 9.15e-05
constant extrapolated from the last two grids: 0.446296
fixed ratio 1.25, L = 5.00 um: peak error 0.4085 %
fixed ratio 1.25, L = 0.50 um: peak error 0.3211 %
fixed ratio 1.25, L = 0.05 um: peak error 0.3124 %
predicted plateau at ratio 1.25: 0.3112 %
time-step error, 1 mV minus 0.5 mV steps: 1.839e-05; predicted 1.796e-05
scan-rate exponent of peak, 0.1 to 1 V/s: 0.50005
largest drift of surface invariant, D_O = D_R/4: 0.0080 %
peak separation, equal D: exact 57.64 mV, simulated 57.63 mV
example peak current density, simulated: 224.81 uA/cm2
example peak current density, Randles-Sevcik: 224.76 uA/cm2
example peak current, simulated: 15.891 uA
example return peak from zero current: -167.06 uA/cm2
half-wave shift from unequal D: 1.98 mV
example peak potentials: 30.47 and -27.17 mV
rough rate constant: 0.10 cm/s; kinetic number: 19.16
finite rate: peak changes by -0.60 %, separation 59.97 mV
edge diffusion adds at the peak: 1.51 %
charging, rough 20 uF/cm2, adds: 0.89 %
ohmic drop at peak, rough 20 ohm: 0.318 mV
migration share, ion charge 4, rough 0.1 S/cm: 0.105 %
diffusion reach sqrt(pi D t) over full scan: 162 um; rough convection layer: 250 um
```
